# Site Splitting and Snoek Relaxation of Octahedral Carbon in Bcc Iron

## Problem

A carbon atom in bcc iron sits on an octahedral interstitial site and pushes the surrounding lattice apart more strongly along one cube axis than along the other two. A stress can therefore make some sites more favourable than others. When carbon atoms hop to the favoured sites, the crystal acquires an extra, delayed strain. This is the Snoek relaxation.

The elastic dipole tensor of the defect is defined by

$$P_{ij}=-\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\varepsilon=0},$$

where $E$ is the energy of a supercell containing one carbon atom, with its internal coordinates relaxed, and $\varepsilon$ is the homogeneous strain of the cell measured from the perfect host. Tensile stress and extension are positive.

Take the following round model parameters. They are chosen inputs, neither measured values nor results of an electronic-structure calculation.

- Cubic lattice parameter: $a=0.29$ nm.
- Elastic constants: $C_{11}=240$, $C_{12}=140$, $C_{44}=120$ GPa.
- Dipole components along and across the defect axis: $P_\parallel=17$ eV, $P_\perp=9$ eV.
- Dissolved carbon atoms per host atom: $c=10^{-4}$.

Assume linear elasticity, a dipole tensor independent of strain, and elastic constants and carbon content independent of temperature.

**(a)** Show that the dipole tensor is tetragonal, and count the sites of each orientation.

**(b)** Find the energy differences between orientations under a uniaxial stress $\sigma$ along a unit vector $\mathbf n$. Identify the finite-size energy of a 128-atom cubic supercell and decide whether it affects these differences. Evaluate them for 100 MPa along [001], [110] and [111].

**(c)** Find the equilibrium populations of the three orientations, in general and for small stress.

**(d)** Find the extra compliance caused by the redistribution, to first order in $c$.

**(e)** Find the relaxation strength, defined as this extra compliance divided by the compliance with frozen populations, and evaluate it from 250 to 500 K.

**(f)** Estimate the errors made by assuming small stress and non-interacting carbon atoms.

## Solution

### (a) The tensor and the three orientations

Consider the octahedral site at $(\tfrac12,\tfrac12,0)a$, the centre of a cube face. Its two nearest host atoms are the body centres at distance $a/2$ along $\pm z$. The next four are the corners of the face, at distance $a/\sqrt2$ in the $xy$ plane. The $z$ axis through the site is a fourfold axis.

A rotation by $180^\circ$ about this axis reverses $x$ and $y$ but not $z$. It changes the signs of $P_{xz}$ and $P_{yz}$, so both must vanish. A rotation by $90^\circ$ exchanges $P_{xx}$ and $P_{yy}$ and changes the sign of $P_{xy}$. Hence $P_{xx}=P_{yy}$ and $P_{xy}=0$. The same argument holds for a site whose axis is $x$ or $y$. For orientation $k=x,y,z$,

$$P^{(k)}_{ij}=P_\perp\delta_{ij}+\Delta P\,\delta_{ik}\delta_{jk},\qquad \Delta P=P_\parallel-P_\perp=8\ \text{eV}.$$

A cubic cell has six faces, each shared by two cells, and twelve edges, each shared by four. It therefore contains three face centres and three edge centres, all of them octahedral sites. A face centre has its axis normal to the face, and an edge centre has its axis along the edge. Each orientation thus occurs twice per cubic cell. Since the cell holds two host atoms, there is one site of each orientation per host atom.

### (b) Site energies under stress

**The supercell enthalpy.** For a supercell of volume $V$ under applied stress $\sigma_{ij}$, the enthalpy relative to a strain-independent constant is

$$H(\varepsilon)=V\left(\tfrac12\,\varepsilon:C:\varepsilon-\sigma:\varepsilon\right)-P:\varepsilon .$$

A colon denotes summation over a pair of indices. The first term is the elastic energy of the host, the second is minus the work done by the applied stress, and the third follows from the definition of $P$. Setting the derivative with respect to $\varepsilon$ to zero gives

$$V\,C:\varepsilon=V\sigma+P,\qquad \varepsilon=S:\left(\sigma+\frac{P}{V}\right),$$

where $S$ is the compliance tensor, the inverse of $C$. At this strain the quadratic term equals half the magnitude of the linear terms, so

$$\begin{aligned}
H_{\min}&=-\frac{1}{2V}(V\sigma+P):S:(V\sigma+P)\\
&=-\frac V2\,\sigma:S:\sigma-P:S:\sigma-\frac{1}{2V}P:S:P .
\end{aligned}$$

The cross term appears twice, which cancels the factor one half. The first term belongs to the host alone. The second is the coupling of the defect to the stress. The third is the energy released when the cell is allowed to change shape and volume around the defect. It falls as $1/V$ and is a finite-size effect. It is the difference between the released and the fixed cell, not the error of either relative to an isolated defect: both also contain interactions with periodic images, which likewise scale as $1/V$.

**Cubic compliances.** Hooke's law for the normal components reads

$$\varepsilon_{ii}=(S_{11}-S_{12})\sigma_{ii}+S_{12}\,\mathrm{tr}\,\sigma\quad\text{(no sum over }i).$$

The inverse law gives $\sigma_{xx}-\sigma_{yy}=(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{yy})$ and $\mathrm{tr}\,\sigma=(C_{11}+2C_{12})\,\mathrm{tr}\,\varepsilon$. Comparison yields

$$S_{11}-S_{12}=\frac1{C_{11}-C_{12}},\qquad S_{11}+2S_{12}=\frac1{C_{11}+2C_{12}} .$$

Solving these two equations,

$$S_{11}=\frac{C_{11}+C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})},\qquad
S_{12}=\frac{-C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})}.$$

**The finite-size energy.** For 128 host atoms, $V=64a^3=1.5609$ nm³. If the cell is held at the perfect-host shape, its residual stress is $V^{-1}\partial E/\partial\varepsilon=-P/V$. After conversion from eV/nm³ to GPa, this is $-1.745$ GPa along the defect axis and $-0.924$ GPa across it. The negative sign means compression: the defect tries to expand the cell. In a first-principles calculation the relation is used the other way, and $P=-V\sigma_{\rm res}$ is obtained from the residual stress.

For a $z$ defect, releasing the cell produces the strain $S:P/V$. The trace of $P/V$ is $1.745+2(0.924)=3.593$ GPa, and $S_{12}=-140/(100\times520)$ GPa⁻¹. Therefore

$$\begin{aligned}
\varepsilon_{zz}&=\frac{1.745}{100}-\frac{140\times3.593}{100\times520}=0.00778,\\
\varepsilon_{xx}=\varepsilon_{yy}&=\frac{0.924}{100}-\frac{140\times3.593}{100\times520}=-0.00043 .
\end{aligned}$$

The finite-size energy is

$$-\frac{P:S:P}{2V}=-\tfrac12\left[17(0.00778)+2\times9(-0.00043)\right]\text{eV}\approx-62\ \text{meV}.$$

The three tensors $P^{(k)}$ are related by cube rotations, which leave $S$ unchanged. This energy is therefore the same for all three orientations and cancels from their differences. In a cubic supercell the same symmetry makes the remaining zero-stress interactions with periodic images equal for the three orientations. In a supercell of lower symmetry, such as one elongated along $z$, the term $-P:S:P/2V$ still cancels, because it contains only the host compliance, the volume and $P^{(k)}$. The image interactions, however, can then differ between orientations.

**The splitting.** For uniaxial stress, $\sigma_{ij}=\sigma n_in_j$ and $\mathrm{tr}\,\sigma_{ij}=\sigma$. Because $P^{(k)}$ is diagonal, only normal strains couple to it:

$$\begin{aligned}
P^{(k)}:S:\sigma
&=\sigma\sum_iP^{(k)}_{ii}\left[S_{12}+(S_{11}-S_{12})n_i^2\right]\\
&=\sigma\left[S_{12}\,\mathrm{tr}P+(S_{11}-S_{12})(P_\perp+\Delta P\,n_k^2)\right].
\end{aligned}$$

The last line uses $\sum_in_i^2=1$. Only the term with $n_k^2$ depends on orientation. With the minus sign from $H_{\min}$,

$$E_k=E_{\rm common}-A\,n_k^2,\qquad A=\frac{\sigma\Delta P}{C_{11}-C_{12}},$$

and hence

$$\boxed{E_i-E_j=-\frac{\sigma\,\Delta P}{C_{11}-C_{12}}\,(n_i^2-n_j^2)}.$$

The shear constant $C_{44}$ is absent because the dipole tensor has no off-diagonal components in the cube axes.

At 100 MPa, $A=8\ \text{eV}\times(0.1/100)=8.0$ meV. The three directions give:

- For [001], $E_x-E_z=+8.0$ meV. Tension favours the sites whose long axis lies along it.
- For [110], $n_x^2=n_y^2=\tfrac12$, so $E_x-E_z=-4.0$ meV. The $x$ and $y$ sites are equally favoured over $z$.
- For [111], all $n_k^2$ are equal and there is no splitting.

Compression reverses the signs. The 100 MPa is a round reference value. Along [001] or [110] it resolves to 41 MPa of shear on $\{110\}\langle111\rangle$ slip systems, which may already cause plastic flow in a soft iron crystal, and the results apply only while the crystal stays elastic. The finite-size energy of the 128-atom cell is almost eight times the [001] splitting, so energies from fixed and released cells must not be mixed when orientations are compared.

### (c) Equilibrium populations

At $c\ll1$ almost all sites are empty, so blocking of one carbon atom by another can be neglected. The orientations have equal numbers of sites, and the fraction of carbon atoms in orientation $k$ is

$$p_k=\frac{e^{-E_k/k_BT}}{\sum_je^{-E_j/k_BT}}
=\frac{e^{An_k^2/k_BT}}{\sum_je^{An_j^2/k_BT}} .$$

To expand for small stress, measure energies from their mean. Since the mean of $n_k^2$ is $\tfrac13$, the deviations are $u_k=-A(n_k^2-\tfrac13)$, with $\sum_ku_k=0$. To first order the numerator is $1-u_k/k_BT$ and the denominator is 3. Thus

$$p_k-\frac13=-\frac{u_k}{3k_BT}=\frac{A}{3k_BT}\left(n_k^2-\frac13\right).$$

For 100 MPa along [001] at 300 K, $k_BT=25.852$ meV and $x=A/k_BT=0.3095$. The full expression gives

$$p_z=\frac{e^{0.3095}}{e^{0.3095}+2}=0.405,\qquad p_x=p_y=0.297 .$$

The preference is modest: thermal disorder still places most of the carbon on the less favourable sites.

### (d) The extra compliance

Let $\rho=c/\Omega$ be the number of carbon atoms per volume, where $\Omega=a^3/2=0.012195$ nm³ is the volume per host atom. In the strain found in part (b), one defect contributes $S:P/V$. For many defects, $P/V$ is replaced by the dipole density $\rho\sum_kp_kP^{(k)}$.

With frozen populations $p_k=\tfrac13$, the carbon gives a constant strain that does not depend on stress. The anelastic strain is the change from this state. The corresponding change in dipole density is

$$\rho\sum_k\left(p_k-\tfrac13\right)P^{(k)}_{ij}
=\rho\,\Delta P\sum_k\left(p_k-\tfrac13\right)\delta_{ik}\delta_{jk}.$$

The $P_\perp$ part has vanished because the population changes sum to zero. For the same reason the remaining tensor is traceless, so $S$ multiplies it by $S_{11}-S_{12}$. Its strain component along $\mathbf n$ is

$$\varepsilon_{\rm an}=\frac{\rho\,\Delta P}{C_{11}-C_{12}}\sum_k\left(p_k-\tfrac13\right)n_k^2 .$$

Insert the small-stress populations and divide by $\sigma$:

$$\delta J=\frac{\varepsilon_{\rm an}}{\sigma}
=\frac{\rho\,\Delta P^2}{3(C_{11}-C_{12})^2k_BT}\sum_kn_k^2\left(n_k^2-\tfrac13\right).$$

Define $\Gamma=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. Squaring $\sum_kn_k^2=1$ gives $\sum_kn_k^4=1-2\Gamma$. The sum above is therefore $1-2\Gamma-\tfrac13=\tfrac23(1-3\Gamma)$, and

$$\boxed{\delta J(\mathbf n,T)=\frac{2}{9}\,\frac{c}{\Omega}\,
\frac{\Delta P^2\,(1-3\Gamma)}{(C_{11}-C_{12})^2\,k_BT}} .$$

One factor $\Delta P$ comes from the stress splitting the energies, and the other from the strain each reoriented defect produces. The result does not depend on the sign of $\Delta P$: a defect with $\Delta P<0$, whose strain along its axis is smaller than across it, would move away from the tensile axis and would still extend the crystal. The isotropic part of the dipole tensor changes the volume but cannot cause this relaxation.

### (e) Relaxation strength against temperature

**The frozen compliance.** The strain along $\mathbf n$ contains normal and shear parts. With $S_{44}=1/C_{44}$, the shear strain is $\varepsilon_{ij}=\tfrac12S_{44}\sigma n_in_j$ for $i\ne j$. Each pair occurs twice in $n_in_j\varepsilon_{ij}$, so

$$\begin{aligned}
J_U&=\sum_in_i^2\left[S_{12}+(S_{11}-S_{12})n_i^2\right]+S_{44}\Gamma\\
&=S_{12}+(S_{11}-S_{12})(1-2\Gamma)+S_{44}\Gamma\\
&=S_{11}-2\left(S_{11}-S_{12}-\tfrac12S_{44}\right)\Gamma .
\end{aligned}$$

The relaxation strength is $\Delta(\mathbf n,T)=\delta J/J_U$. It compares loading slow enough for the carbon to reach equilibrium with loading too fast for it to hop. The hopping rate decides which case applies at a given frequency, but it does not enter $\Delta$.

**A convenient temperature scale.** Define

$$k_BT_0=\frac{\rho\,\Delta P^2}{3(C_{11}-C_{12})} .$$

Then $\delta J=\tfrac23(T_0/T)(1-3\Gamma)/(C_{11}-C_{12})$. For [001], $\Gamma=0$ and $J_U=S_{11}$, which gives

$$\Delta_{[001]}=\frac23\,\frac{T_0}{T}\,\frac{C_{11}+2C_{12}}{C_{11}+C_{12}} .$$

To evaluate $T_0$, first find the tetragonal strain per unit carbon fraction if all carbon had the same orientation:

$$\Delta\lambda=\frac{\Delta P}{\Omega(C_{11}-C_{12})}.$$

The residual stresses in part (b) differ by $\Delta P/V=0.8212$ GPa. Since $V=128\,\Omega$, this means $\Delta P/\Omega=128\times0.8212=105.11$ GPa, and $\Delta\lambda=1.051$. Using $\rho=c/\Omega$,

$$k_BT_0=\frac{c\,\Delta\lambda\,\Delta P}{3}
=\frac{10^{-4}\times1.051\times8\ \text{eV}}{3}=0.280\ \text{meV},$$

so $T_0=3.25$ K and $T_0/T=0.01084$ at 300 K. The extra compliance along [001] is

$$\delta J=\frac23\,\frac{0.01084}{100\ \text{GPa}}=7.23\times10^{-5}\ \text{GPa}^{-1}.$$

The frozen compliance is $J_U=380/(100\times520)=0.007308$ GPa⁻¹. Their ratio is $\Delta_{[001]}=0.00989$, or about 1%.

For [110], $\Gamma=\tfrac14$, so $\delta J$ is one quarter of its [001] value. However, $J_U$ is also smaller, 0.004391 GPa⁻¹, because these elastic constants make the crystal stiffer along [110]. The strength is therefore about 42% of the [001] value, not 25%. For [111], $\Gamma=\tfrac13$ and the strength vanishes at every temperature in this model.

| $T$ (K) | $\Delta_{[001]}$ | $\Delta_{[110]}$ |
|---|---|---|
| 250 | 0.01187 | 0.00494 |
| 300 | 0.00989 | 0.00412 |
| 350 | 0.00848 | 0.00353 |
| 400 | 0.00742 | 0.00309 |
| 450 | 0.00659 | 0.00274 |
| 500 | 0.00593 | 0.00247 |

Doubling the temperature from 250 to 500 K halves the strength. The energy splitting at a given stress is unchanged, but a hotter population responds to it less. This $1/T$ law requires a fixed amount of dissolved carbon. In real iron $c=10^{-4}$ exceeds the equilibrium solubility over this whole temperature range, so the table describes a quenched, supersaturated state. If carbon precipitates or segregates to dislocations, which happens fastest at the warm end, $c$ depends on temperature and time and the measured strength need not follow $1/T$.

### (f) Finite stress and interacting carbon

**Finite stress.** For [001], the sum in $\varepsilon_{\rm an}$ reduces to $p_z-\tfrac13$. With $x=A/k_BT$,

$$p_z-\frac13=\frac{e^x}{e^x+2}-\frac13=\frac{2(e^x-1)}{3(e^x+2)} .$$

Expanding numerator and denominator,

$$\begin{aligned}
p_z-\frac13&=\frac23\,\frac{x+x^2/2+\cdots}{3+x+\cdots}
=\frac{2x}{9}\left(1+\frac x2\right)\left(1-\frac x3\right)+\cdots\\
&=\frac{2x}{9}\left(1+\frac x6+\cdots\right).
\end{aligned}$$

The first correction is linear in $x$, so tension and compression differ. The large-stress limits show an asymmetry of the same sense: strong tension can raise $p_z$ by $\tfrac23$, whereas strong compression can lower it by no more than $\tfrac13$. At 100 MPa and 300 K, the full populations give an anelastic strain 1.046 times the linear result. The estimate $1+x/6$ gives 1.052. The linear strength thus understates the response to this tension by between 4 and 5% of the full value. The sign is not general. For 100 MPa of compression along [001] the ratio is 0.944. For tension along [110], where the same expression applies with $x$ replaced by $-x/2$, it is 0.973. In both cases the linear result is too large.

**Interacting carbon.** In part (b) each defect felt the strain from the applied stress alone. Suppose that it also feels the uniform strain produced by all the other carbon atoms, while the applied stress is held fixed. The total strain is

$$\varepsilon=S:\left(\sigma+\rho\sum_jp_jP^{(j)}\right).$$

In a large crystal, reorienting one defect changes the minimised enthalpy by minus the change of its $P$ contracted with this strain, apart from terms of order $1/V$. The orientation-dependent energy is therefore $-\Delta P\,\varepsilon_{kk}$, or

$$E_k=E_{\rm common}-\frac{\Delta P}{C_{11}-C_{12}}\left(\sigma n_k^2+\rho\,\Delta P\,p_k\right).$$

Let $q_k=p_k-\tfrac13$. The small-splitting expansion of part (c) now gives

$$q_k=\frac{\Delta P}{3(C_{11}-C_{12})k_BT}\left[\sigma\left(n_k^2-\tfrac13\right)+\rho\,\Delta P\,q_k\right].$$

The coefficient of $q_k$ on the right is $T_0/T$. Moving that term to the left,

$$q_k\left(1-\frac{T_0}{T}\right)=\frac{A}{3k_BT}\left(n_k^2-\frac13\right).$$

Within this mean-field model, $1/T$ is replaced by $1/(T-T_0)$. This holds only in the disordered state; with three orientations the model orders discontinuously at $3T_0/(4\ln2)\approx1.08\,T_0$, before the divergence is reached. At 300 K the relaxation strength would rise by about 1.1% relative to its non-interacting value.

This number indicates a size and should not be applied as a correction. Carbon atoms also interact through nonuniform strain fields and through short-range forces, which contribute at the same order in $c$. The strain a defect feels is not the sample average, because no other defect sits at its own position. For randomly placed defects outside a spherical excluded region, this cavity effect removes about one third of the feedback for these elastic constants. Short-range forces can contribute with either sign. Since $T_0$ is proportional to $c$, the non-interacting result is the dilute limit. It becomes unreliable when the carbon content is high or the temperature low enough for interaction energies to be comparable with $k_BT$.
